# Two-Band Semiconductor Bloch Equations in the Moving Crystal-Momentum Frame

## A number to explain

A model crystal with a direct gap of 7.0 eV is driven by a pulse of photon energy 0.775 eV and peak internal field 50 MV/cm. After the pulse, a fraction $2.6\times10^{-4}$ of the valence electrons is in the conduction band. If the coherence between the bands decays with a time constant $T_2=5$ fs, all else unchanged, the fraction is $8.3\times10^{-3}$, which is 32 times larger. Yet the decay term does not appear in the equation for the occupations. To see how it produces carriers, we need the equations of motion, with every term accounted for.

## Assumptions and the position operator

The electrons have charge $-e$ with $e>0$ and are independent: Coulomb interaction is left out. The field $E(t)$ is uniform and points along one crystal axis $x$. The potential energy is then $-(-e)Ex$, so

$$H=H_0+eE(t)\,x .$$

The Bloch states $\psi_{nk}=e^{ikx}u_{nk}$ obey $H_0\psi_{nk}=\varepsilon_n(k)\psi_{nk}$. One valence band $v$ and one conduction band $c$ are kept. A state is $\Psi=\sum_n\int dk\,c_n(k)\psi_{nk}$ over the Brillouin zone. Differentiating $\psi_{nk}$ with respect to $k$ gives

$$x\,\psi_{nk}=-i\partial_k\psi_{nk}+e^{ikx}\,i\partial_k u_{nk}.$$

In $x\Psi$ the first term is integrated by parts. The boundary term vanishes because $c_n\psi_{nk}$ is periodic in $k$, and the derivative moves to $c_n$ with the opposite sign. In the second term, $i\partial_k u_m$ is expanded in the two retained functions. With $\mathcal A_{nm}=i\langle u_n|\partial_k u_m\rangle$,

$$(xc)_n=i\partial_k c_n+\sum_m\mathcal A_{nm}c_m .$$

Since $\partial_k\langle u_n|u_m\rangle=0$, the matrix $\mathcal A$ is Hermitian. We write $d=\mathcal A_{cv}$, so that $\mathcal A_{vc}=d^*$, and $\Delta\mathcal A=\mathcal A_{cc}-\mathcal A_{vv}$. The length $d$ carries the interband dipole; $\Delta\mathcal A$ is the difference of the Berry connections.

## From amplitudes to a density matrix

The Schrödinger equation becomes

$$i\hbar\,\partial_t c_n=\sum_m h_{nm}c_m+ieE\,\partial_k c_n,\qquad h_{nm}=\varepsilon_n\delta_{nm}+eE\mathcal A_{nm}.$$

Let $\rho_{nm}(k,k')$ be the sum of $c_n(k)c_m^*(k')$ over the occupied orbitals. Combining the equation with its complex conjugate,

$$i\hbar\,\partial_t\rho=h(k)\rho-\rho\,h(k')+ieE(\partial_k+\partial_{k'})\rho .$$

A translation-invariant initial state has $\rho(k,k')=\delta(k-k')\rho(k)$. Because $(\partial_k+\partial_{k'})\delta(k-k')=0$, this form is preserved, and

$$\partial_t\rho-\frac{eE}{\hbar}\partial_k\rho=-\frac{i}{\hbar}[h,\rho].$$

## The moving frame

The derivative in $k$ couples neighbouring crystal momenta. It is removed by following the point

$$k(t)=K+\frac{e}{\hbar}A(t),\qquad E=-\frac{dA}{dt},\qquad \hbar\frac{dk}{dt}=-eE .$$

At fixed $K$ the chain rule gives

$$\frac{d}{dt}\rho(k(t),t)=\partial_t\rho+\frac{dk}{dt}\partial_k\rho=\partial_t\rho-\frac{eE}{\hbar}\partial_k\rho ,$$

which is the left side above. Each label $K$ now evolves separately, with all band quantities taken at $k(t)$.

Let $p=\rho_{cv}$, $n_c=\rho_{cc}$, $n_v=\rho_{vv}$ and $\varepsilon_g=\varepsilon_c-\varepsilon_v$. The $cv$ element of the commutator is

$$h_{cc}p+h_{cv}n_v-n_ch_{cv}-p\,h_{vv}=(\varepsilon_g+eE\Delta\mathcal A)p+eEd\,(n_v-n_c).$$

The $cc$ element is

$$h_{cv}\rho_{vc}-\rho_{cv}h_{vc}=eE(dp^*-d^*p)=-2i\,eE\,\mathrm{Im}(d^*p).$$

With a decay term $-p/T_2$ added by hand to $dp/dt$, the semiconductor Bloch equations are

$$i\hbar\frac{dp}{dt}=\Big(\varepsilon_g+eE\Delta\mathcal A-\frac{i\hbar}{T_2}\Big)p+eEd\,(n_v-n_c),$$

$$\frac{dn_c}{dt}=-\frac{2eE}{\hbar}\,\mathrm{Im}(d^*p)=-\frac{dn_v}{dt}.$$

They start from $p=0$, $n_c=0$, $n_v=1$.

## Why the Berry term is needed

The phases of the Bloch functions are arbitrary. Let $u_n\to e^{i\varphi_n(k)}u_n$ and $\chi=\varphi_v-\varphi_c$. Then

$$d\to e^{i\chi}d,\qquad p\to e^{i\chi}p,\qquad \Delta\mathcal A\to\Delta\mathcal A+\chi'.$$

The new $p$ has an extra time derivative through $k(t)$, which adds $-\hbar\chi'(dk/dt)p=eE\chi'p$ to $i\hbar\,dp/dt$. The change of $\Delta\mathcal A$ supplies the same term, so the equations keep their form and $n_c$ does not change.

A test chain gives an example. It has period 0.36 nm, with sites at 0 and 0.13 nm in each cell, hoppings of 4.0 eV within and 1.5 eV between cells, and site energies $\pm1.5$ eV. The pulse has three cycles, photon energy 1.55 eV and peak field 80 MV/cm. Changing the phases alters the current by $3\times10^{-6}$ of its peak. With the phases used in the program, dropping $\Delta\mathcal A$ in the undamped case alters it by 0.43 of its peak. This number belongs to that choice of phases. In one dimension they can also be chosen so that $\Delta\mathcal A=0$ along the path, by taking $\chi'=-\Delta\mathcal A$, and then there is nothing to drop. What matters is that $d$ and $\Delta\mathcal A$ are computed with the same phases.

The undamped equations were also compared with an open chain of 140 such sites, in which the potential $eEx$ acts directly and no Bloch states are used. The currents differ by at most $6\times10^{-5}$ of the peak. This tests the signs of $k(t)$ and $\Delta\mathcal A$ together with the $k$-dependent phase of $d$. A constant phase of $d$, including its overall sign, is a free choice.

## What the dephasing term assumes

Let $P_c$ and $P_v$ project on the two bands at $k(t)$, and let $S=P_c-P_v$. In $S\rho S$ the diagonal elements are unchanged and the off-diagonal ones change sign. Hence

$$\frac{1}{2T_2}(S\rho S-\rho)$$

contributes $-p/T_2$ to $dp/dt$ and nothing to the occupations. Over a short time $\delta t$ it replaces $\rho$ by $(1-\delta t/2T_2)\rho+(\delta t/2T_2)S\rho S$. This is a mixture of two positive matrices, so $\rho$ stays positive and its trace is kept.

The basis matters. On the test chain with $T_2=3$ fs, damping in the bands at $k(t)$ leaves a final population of 0.025. Damping with the same $T_2$ in the bands at the fixed label $K$ leaves 0.098. The second is a different physical model: it treats the field-driven change of the Bloch functions along $k(t)$ as coherence to be destroyed.

Neither form has been derived here from a scattering mechanism. The term has no memory, has one rate for all $k$, and does not relax the occupations.

## Current and energy

The velocity operator is $\hat v=(i/\hbar)[H_0,x]$. Since $[\varepsilon_n,i\partial_k]=-i\partial_k\varepsilon_n$, its elements are

$$v_{nn}=\frac{1}{\hbar}\partial_k\varepsilon_n,\qquad v_{cv}=\frac{i}{\hbar}\varepsilon_g d .$$

The off-diagonal part of the trace $\mathrm{tr}(\hat v\rho)$ is $2\,\mathrm{Re}(v_{vc}p)$ with $v_{vc}=-i\varepsilon_gd^*/\hbar$. Therefore

$$\langle v\rangle=\sum_n\frac{n_n}{\hbar}\partial_k\varepsilon_n+\frac{2\varepsilon_g}{\hbar}\,\mathrm{Im}(d^*p),$$

and a chain with two spins carries the current $J=-2e\int\langle v\rangle\,dK/2\pi$. The first part is intraband, the second interband.

The band energy changes because $k$ moves and because the occupations change:

$$\frac{d}{dt}\sum_n\varepsilon_nn_n=-\frac{eE}{\hbar}\sum_nn_n\partial_k\varepsilon_n-\frac{2eE\varepsilon_g}{\hbar}\mathrm{Im}(d^*p)=-eE\langle v\rangle .$$

The field therefore supplies all the band energy, with or without $T_2$.

The interband velocity can be related to the time derivative of an interband polarization. Let $X=2\,\mathrm{Re}(d^*p)$. Inserting $dk/dt$ and $dp/dt$, and noting that the source term gives $\mathrm{Re}(i|d|^2)=0$,

$$\frac{dX}{dt}=\frac{2\varepsilon_g}{\hbar}\mathrm{Im}(d^*p)-\frac{2eE}{\hbar}\mathrm{Re}\big[(\partial_kd-i\Delta\mathcal A\,d)^*p\big]-\frac{X}{T_2}.$$

Solved for the interband velocity, this reads

$$\frac{2\varepsilon_g}{\hbar}\mathrm{Im}(d^*p)=\frac{dX}{dt}+\frac{2eE}{\hbar}\mathrm{Re}\big[(\partial_kd-i\Delta\mathcal A\,d)^*p\big]+\frac{X}{T_2}.$$

On the test chain with $T_2=3$ fs, using $dX/dt$ alone makes an error of 0.32 of the peak interband velocity.

## How lost coherence makes carriers

Take a field so slow and weak that $p$ follows it, with $n_v-n_c\approx1$ and $eE|\Delta\mathcal A|\ll\varepsilon_g$. Setting $dp/dt\approx0$ and $\Gamma=\hbar/T_2$,

$$p\approx-\frac{eEd}{\varepsilon_g-i\Gamma},\qquad \mathrm{Im}(d^*p)\approx-\frac{eE|d|^2\,\Gamma}{\varepsilon_g^2+\Gamma^2},$$

$$\frac{dn_c}{dt}\approx\frac{2(eE|d|)^2}{T_2\,(\varepsilon_g^2+\Gamma^2)} .$$

Without damping, the field mixes a little conduction band into the valence state, and the mixture disappears when the field does. Damping destroys the phase relation needed for that return. Since $|p|^2=(eE|d|)^2/(\varepsilon_g^2+\Gamma^2)$, the rate equals $2|p|^2/T_2$, and it vanishes as $T_2\to\infty$.

The correction for a finite photon energy follows from a weak field $E_0\cos\omega t$. The two exponentials of the cosine drive separate parts of $p$:

$$p=-\frac{eE_0d}{2}\left[\frac{e^{-i\omega t}}{\varepsilon_g-\hbar\omega-i\Gamma}+\frac{e^{i\omega t}}{\varepsilon_g+\hbar\omega-i\Gamma}\right].$$

Here $k$ is held fixed, as is right to leading order in the field. In the cycle average of $Ep$ only products of opposite exponentials survive, so

$$\overline{\frac{dn_c}{dt}}=\frac{(eE_0|d|)^2\,\Gamma}{2\hbar}\left[\frac{1}{(\varepsilon_g-\hbar\omega)^2+\Gamma^2}+\frac{1}{(\varepsilon_g+\hbar\omega)^2+\Gamma^2}\right].$$

These are the tails of Lorentzian lines. For $\Gamma\ll\varepsilon_g-\hbar\omega$ and $y=\hbar\omega/\varepsilon_g$, the result exceeds the slow limit by a factor $(1+y^2)/(1-y^2)^2\approx1+3y^2$.

For the example below, $y=1/9.03$ at the smallest gap, so the slow formula should be about 4% low there and less so at larger gaps. With the peak field reduced to 5 MV/cm, it gives 0.969 of the population found from the full equations, in line with this estimate.

## Worked example

The chain has period $a=0.36$ nm, sites at 0 and $b=0.15$ nm, equal site energies, and hoppings $t_1=4.6$ eV within and $t_2=1.1$ eV between cells. Its Bloch Hamiltonian has zero diagonal and off-diagonal element

$$f=t_1e^{ikb}+t_2e^{-ik(a-b)}=|f|e^{i\phi}.$$

The bands are $\pm|f|$, so the gap runs from $2(t_1-t_2)=7.0$ eV at $k=\pi/a$ to $2(t_1+t_2)=11.4$ eV at $k=0$. With $u_c=(e^{i\phi},1)/\sqrt2$ and $u_v=(-e^{i\phi},1)/\sqrt2$, one finds $d=\phi'/2$ and $\Delta\mathcal A=0$. Expanding the phase of $t_1+t_2e^{-ika}$ about $k=\pi/a$,

$$d=\frac12\left(b+\frac{a\,t_2}{t_1-t_2}\right)=\frac12\left(0.15+\frac{0.36\times1.1}{3.5}\right)\text{nm}=0.132\text{ nm}.$$

The pulse has wavelength 1600 nm and lasts ten cycles, or 53.4 fs; its squared envelope has a full width at half maximum of 13.9 fs. At the peak field $eE_0|d|=0.658$ eV, so $|p|\approx0.658/7.0=0.094$ at the smallest gap. The rate $2|p|^2/T_2$ is then about $0.0035$ per fs. Integrated over the pulse and averaged over the zone, the slow-limit formula gives $7.7\times10^{-3}$, against $8.3\times10^{-3}$ from the full equations. It accounts for most of the number we began with.

The field pays for these carriers: its work is 0.071 eV per electron with damping and 0.0020 eV without, equal to the stored band energy in both cases.

For the harmonics, the zone-averaged velocity is multiplied by a $\sin^2$ window and Fourier transformed. Its squared modulus, times the square of the order (because radiation follows $dJ/dt$), is summed within 0.2 of each order. Each strength is relative to the first order of the same run. The last column is the interband-to-intraband amplitude ratio with damping.

| Order | No damping | $T_2=5$ fs | Inter/intra |
|---:|---:|---:|---:|
| 3 | 0.0035 | 0.034 | 0.27 |
| 5 | 0.0019 | 0.0038 | 1.3 |
| 7 | 0.032 | 0.0046 | 17 |
| 9 | 4.1 | 0.15 | 125 |
| 11 | 0.45 | 0.0055 | 12 |
| 13 | 0.31 | 0.042 | 33 |
| 15 | 0.26 | 0.046 | 52 |

With damping, the third order is mainly intraband and orders from the seventh up are mainly interband. The ninth is the strongest order listed in both runs; the smallest gap is 9.03 photon energies. Its undamped strength exceeds that of the first order only because of the weight $9^2=81$: without it the ratio would be about 0.05. Why the ninth order stands out from its neighbours was not tested.

The chain has inversion symmetry, so reversing the field reverses the current. If field and response also repeat with opposite sign every half cycle, even orders vanish. That condition is not met here: the envelope changes from one half cycle to the next, and without damping the coherence left by earlier cycles need not repeat either. The summed strength of orders 9, 11 and 13 is 2.8 times that of orders 10, 12 and 14 without damping, and 1.5 times with it. This measure covers only orders 9 to 14 and is dominated by the ninth; by it, damping does not sharpen the odd lines in that range. It says nothing about the other orders or about longer pulses. The same numbers show that above the gap the spectrum is not a clean comb of odd lines: orders 10, 12 and 14 sum to about 1.75 without damping and 0.13 with it, so in each run at least one of them is stronger than order 11.

## Beside a real crystal

The period and direct gap are rough values for diamond, whose smallest gap is indirect and lower, roughly 5.5 eV. Diamond also has several valence bands near the top and a three-dimensional band structure, so the table is not a prediction of its spectrum. The peak field is also above the static breakdown field of diamond: it could be applied only as a short pulse, and damage is outside the model. The value of $T_2$ is a model choice. Real scattering has memory, and the result depends strongly on the memoryless term: switching it on changes the population by the factor 32. How much of that increase survives in diamond cannot be decided within this model.

Other omissions can be sized. Taking one chain per area $a^2$, the carrier density is $2\bar n_c/a^3$, with $\bar n_c$ the final population: $1.1\times10^{19}$ cm$^{-3}$ without damping and $3.6\times10^{20}$ cm$^{-3}$ with it. For a rough relative permittivity of 5.7 and the chain's reduced mass of 0.20 electron masses, the plasma energies are 0.12 and 0.65 eV. These are upper bounds for the model's carriers at this permittivity: the carriers are spread over the zone, and the curvature of the gap, which sets the inverse mass, is largest at the smallest gap. The second bound is not small against the photon energy, so this estimate does not show that screening, which is left out, is negligible in the damped run. The hydrogen-like exciton binding energy is 0.085 eV, about 1% of the gap. Thermal energy at 300 K is 0.026 eV, so a filled valence band is a good start.

Spread over eight atoms per $a^3$ with the classical heat capacity $3k_B$ per atom, the absorbed energy heats the lattice by 2 K or 68 K. Diamond near room temperature has a smaller heat capacity, so the same energy would heat it more. The estimate also counts only two electrons per $a^3$, where diamond has 32 valence electrons.

The largest shift of $k$ is $0.73\,\pi/a$, too large for a constant effective mass. The Keldysh parameter $\omega\sqrt{\mu\varepsilon_g}/(eE_0)$, with $\mu$ the reduced mass, is 0.67. This lies between the multiphoton and tunnelling limits, somewhat on the tunnelling side. Further values are in the numerical output below. There, the value "owed to other bands" is the remainder in the effective-mass sum rule for the valence band only, taken at the smallest gap.

## Table of computed values

```
TESTS (relative deviations)
position operator, lattice sum: 2.4e-10
current, open chain in real space: 5.8e-05
damped equations, site-basis master eq.: 2.5e-06
interband velocity identity: 1.1e-04
same with dX/dt alone (T2 = 3 fs): 0.316
change of Bloch phases: 3.2e-06
error if Berry term is dropped: 0.434
field-reversal asymmetry, no inversion: 0.113
test population, damping at k(t): 0.0252
test population, damping at frozen K: 0.0978
slow-limit formula / solution, weak field: 0.969
EXAMPLE INPUTS (rough diamond-like)
period 0.36 nm, site distance 0.15 nm
hoppings 4.6 eV and 1.1 eV, site energies 0.0 eV
wavelength 1600 nm, photon energy 0.7749 eV
peak internal field 50 MV/cm, T2 5 fs
pulse: 10 cycles, 53.4 fs in all
FWHM of squared envelope 13.9 fs
EXAMPLE RESULTS
smallest gap 7.000 eV, largest 11.400 eV
gap / photon energy: 9.03 to 14.71
|d| at smallest gap 0.1316 nm
e E0 |d| at smallest gap 0.658 eV
reduced mass 0.203 electron masses
largest shift of k, in units of pi/a: 0.730
order: strength/first no T2, with T2; inter/intra amplitude with T2
   3: 3.49e-03  3.40e-02  0.27
   5: 1.91e-03  3.78e-03  1.26
   7: 3.18e-02  4.58e-03  16.90
   9: 4.14e+00  1.53e-01  124.51
  11: 4.48e-01  5.47e-03  11.53
  13: 3.05e-01  4.24e-02  33.46
  15: 2.58e-01  4.63e-02  52.42
odd/even contrast, orders 9-14: 2.79 no T2, 1.51 with T2
grid change 400 to 200: 6.7e-15 no T2, 1.2e-14 T2
final population: 2.608e-04 no T2, 8.341e-03 with T2
stored energy/electron: 2.023e-03 eV no T2, 7.053e-02 eV T2
field work/electron: 2.023e-03 eV no T2, 7.053e-02 eV T2
SIZES OF NEGLECTED EFFECTS
slow-limit dephasing population: 7.744e-03
Keldysh parameter 0.670
oscillator strength v-c 3.181, owed to other bands -0.278
rough relative permittivity used 5.7
exciton binding 0.0852 eV, kT at 300 K 0.0259 eV
no T2: carriers 1.12e+19 cm^-3, plasma energy 0.115 eV
no T2: Fermi energy 0.045 eV, heating 1.96 K
with T2: carriers 3.58e+20 cm^-3, plasma energy 0.652 eV
with T2: Fermi energy 0.452 eV, heating 68.20 K
```
